# Why Hubbard–Stratonovich channels agree exactly but give different saddle points

**Question**

I am studying the repulsive Hubbard dimer with a fermionic path integral. The interaction can be decoupled with a field that couples to the charge, to the \(z\) component of the spin, or to on-site pairs. Each Hubbard–Stratonovich transformation is an identity, so I expected the saddle point to be the same whichever field I use. My mean-field equations do not look the same at all. Have I made an algebra error, or can an exact rewriting change the saddle point? If it can, which of the mean fields should I believe, and how far is each from the exact dimer?

**Answer**

An exact rewriting can change the saddle point. The identity fixes the value of an integral. It does not fix the integrand, and the saddle point is a property of the integrand. On the dimer both sides of this statement can be worked out in full.

**The model and its three squares**

Set \(k_B=\hbar=1\), \(\beta=1/T\), \(U>0\), and on each site define

\[
q=n_\uparrow+n_\downarrow-1,\qquad m=n_\uparrow-n_\downarrow,\qquad V=(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12).
\]

The grand-canonical operator is

\[
K=K_0+U\sum_{i=1}^2V_i,\qquad K_0=-t\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+\text{h.c.})-\mu\sum_i q_i ,
\]

so that \(\mu=0\) is half filling. Because \(n_\sigma^2=n_\sigma\),

\[
q^2=1-n_\uparrow-n_\downarrow+2n_\uparrow n_\downarrow,\qquad m^2=n_\uparrow+n_\downarrow-2n_\uparrow n_\downarrow,
\]

and therefore \(q^2+m^2=1\). For pairs take \(\Delta=c_\downarrow c_\uparrow\), \(X=\Delta+\Delta^\dagger\), \(Y=i(\Delta-\Delta^\dagger)\). Since \(\Delta^2=0\), both squares equal

\[
X^2=Y^2=\Delta^\dagger\Delta+\Delta\Delta^\dagger=n_\uparrow n_\downarrow+(1-n_\uparrow)(1-n_\downarrow)=q^2 .
\]

Expanding \(V=n_\uparrow n_\downarrow-\frac12(n_\uparrow+n_\downarrow)+\frac14\) and comparing gives

\[
V=\frac{q^2}{2}-\frac14=-\frac{m^2}{2}+\frac14=\frac{X^2+Y^2}{4}-\frac14 .
\]

One operator is written as three different squares. This is the origin of the choice among the three channels; operator order adds a further freedom, treated near the end.

**The integral does not depend on the channel**

Divide \(\beta\) into \(L\) slices \(\Delta\tau=\beta/L\) and consider

\[
Z_L=\mathrm{Tr}\left(e^{-\Delta\tau K_0}e^{-\Delta\tau U(V_1+V_2)}\right)^L .
\]

Let \(\langle\cdot\rangle_x\) be the average over a Gaussian variable of unit variance. From \(\langle e^{-iax}\rangle_x=e^{-a^2/2}\) and \(\langle e^{ax}\rangle_x=e^{a^2/2}\), applied to each eigenvalue of \(q\) or \(m\) with \(a^2=\Delta\tau U\),

\[
e^{-\Delta\tau Uq^2/2}=\langle e^{-iaxq}\rangle_x,\qquad e^{\Delta\tau Um^2/2}=\langle e^{axm}\rangle_x .
\]

For pairing, \(e^{-\Delta\tau U(X^2+Y^2)/4}=\langle e^{-ibxX}\rangle_x\langle e^{-ibyY}\rangle_y\) with \(b^2=\Delta\tau U/2\). The factorization is allowed because \(X^2\) and \(Y^2\) are the same operator and commute.

For given fields the fermions are free. In the basis \(\psi=(c_\uparrow,c^\dagger_\downarrow)\) on each site, \(q,X,Y\) are \(\psi^\dagger\tau_{z,x,y}\psi\), and \(m=\psi^\dagger\psi-1\). A product of exponentials of such bilinears acts on one-particle states as a matrix product \(B\). If \(B\) has eigenvalues \(\lambda_k\), each mode is empty or filled, and the trace is \(\prod_k(1+\lambda_k)=\det(1+B)\). This is what the Grassmann integral yields.

At \(U=4t\), \(\mu=0.5t\), \(T=t\) and two slices, the operator trace and the charge and Ising integrals all give \(Z=57.3188\). The pairing integral gives \(57.3187\); it was done with six quadrature nodes per field, and the relative difference of about \(2\times10^{-6}\) is within the tolerance set for that. The value without slicing is \(53.618\), so the channels agree even where the slicing itself is 7% off. By cyclicity of the trace the splitting is equivalent to a symmetric one, with error \(O(\Delta\tau^3)\) per slice and \(O(L^{-2})\) in total. At \(T=0.25t\) the error in the grand potential indeed falls from \(-0.0131t\) to \(-0.0033t\) between 32 and 64 slices.

**One inequality for all the saddles**

Write \(G[A]=-T\ln\mathrm{Tr}\,e^{-A/T}\), so that the exact grand potential is \(\Omega=G[K]\). For any density matrix \(\rho\), with \(\rho_A=e^{-A/T}/\mathrm{Tr}\,e^{-A/T}\),

\[
\mathrm{Tr}\,\rho A+T\,\mathrm{Tr}\,\rho\ln\rho-G[A]=T\,\mathrm{Tr}\,\rho(\ln\rho-\ln\rho_A)\ge0,
\]

because relative entropy is not negative. Thus \(G[A]\) is the minimum of the first two terms over \(\rho\). Two consequences follow. If \(A-A'\) is a nonnegative operator, then \(G[A]\ge G[A']\). And \(G\) is concave in any field that enters \(A\) linearly, being a minimum of linear functions.

**The charge saddle**

With \(\varphi=x\sqrt{U/\Delta\tau}\), the Gaussian weight is \(e^{-\Delta\tau\varphi^2/2U}\) and the coupling is \(e^{-i\Delta\tau\varphi q}\). For static fields the effective potential is

\[
G\Big[K_0+i\sum_i\varphi_iq_i\Big]+\sum_i\frac{\varphi_i^2}{2U}-\frac U2 ,
\]

where \(-U/2\) collects the two constants \(-U/4\). Setting the derivative to zero gives \(i\langle q_i\rangle+\varphi_i/U=0\), which has a solution at imaginary \(\varphi_i=-iv_i\) with real \(v_i=U\langle q_i\rangle\). The equation also has complex solutions with a real part; "the charge saddle" here means the one on the imaginary axis. On that axis

\[
\Omega_{\rm c}(v)=G\Big[K_0+\sum_iv_iq_i\Big]-\sum_i\frac{v_i^2}{2U}-\frac U2 .
\]

This is a concave function minus a strictly convex one, so it has a single stationary point, a maximum. Exchange of the sites then forces \(v_1=v_2\). Moreover

\[
UV-\Big(vq-\frac{v^2}{2U}-\frac U4\Big)=\frac U2\Big(q-\frac vU\Big)^2\ge0,
\]

so \(\Omega_{\rm c}(v)\le\Omega\) for every \(v\). The charge saddle is the best lower bound of this family.

The orbitals lie at \(\mp t\), and with \(Q=\langle q_i\rangle\) and Fermi function \(f\),

\[
Q=f(-t-\mu+UQ)+f(t-\mu+UQ)-1 .
\]

For \(U=4t\), \(T=0.25t\), \(\mu=0.5t\) the solution has \(UQ=0.204t\), hence an effective chemical potential \(0.296t\). The check is \(f(-1.296t)+f(0.704t)-1=0.9944+0.0565-1=0.0509\), which is \(0.204/4\).

**The pairing saddle**

The same steps with \(\frac U4(X-2v/U)^2=\frac U4X^2-vX+v^2/U\ge0\), and likewise for \(Y\), give

\[
\Omega_{\rm p}(v)=G\Big[K_0+\sum_i(v_{ix}X_i+v_{iy}Y_i)\Big]-\sum_i\frac{v_{ix}^2+v_{iy}^2}{U}-\frac U2\le\Omega .
\]

The gauge change \(c\to ic\) sends \(\Delta\to-\Delta\) and leaves \(K_0\) alone, so this function is even in \(v\). Being strictly concave, it has its maximum at \(v=0\):

\[
\Omega_{\rm pair}=G[K_0]-\frac U2 .
\]

Repulsion produces no pairs here, and no Hartree shift either. This value is also \(\Omega_{\rm c}(0)\), so \(\Omega_{\rm pair}\le\Omega_{\rm charge}\). Equality requires \(v=0\) to be the charge saddle, that is, zero \(Q\) for free electrons. Since \(f(-t)+f(t)=1\) and the free filling rises with \(\mu\), at \(T>0\) this happens at \(\mu=0\) and nowhere else. So the three channels do not always give three answers: at half filling charge and pairing coincide.

**The Ising saddle**

Here the coupling is real, and

\[
\Omega_{\rm s}(\varphi)=G\Big[K_0-\sum_i\varphi_im_i\Big]+\sum_i\frac{\varphi_i^2}{2U}+\frac U2,\qquad \varphi_i=U\langle m_i\rangle .
\]

Take \(\varphi_1=-\varphi_2=\varphi\). An up electron sees the matrix \(\begin{pmatrix}-\varphi&-t\\-t&\varphi\end{pmatrix}\), with levels \(\mp E\), \(E=\sqrt{t^2+\varphi^2}\), and weights \(\frac12(1\pm\varphi/E)\) on site 1. For a down electron \(\varphi\) changes sign. Subtracting the two occupations of site 1 gives

\[
M=\langle m_1\rangle=\frac{\varphi}{E}\left[f(-E-\mu)-f(E-\mu)\right],\qquad \varphi=UM .
\]

In the example \(\varphi=3.873t\), so \(E=4.000t\). The lower level is full and the upper one empty to the accuracy shown, and \(M=3.873/4.000=0.968\). The two electrons contribute \(-2E=-8t\), the field \(\varphi^2/U=3.75t\), and the constant \(2t\), which add to \(\Omega_{\rm Ising}=-2.25t\).

This is an upper bound. Use the Gibbs state of \(K_0-\sum\varphi_im_i\) as trial \(\rho\) for \(K\):

\[
\Omega\le G\Big[K_0-\sum_i\varphi_im_i\Big]+\sum_i\Big\langle\varphi_im_i-\frac U2m_i^2+\frac U4\Big\rangle .
\]

Replace \(\langle m_i^2\rangle\) by the smaller \(\langle m_i\rangle^2\), which raises the right side. Then

\[
\varphi_i\langle m_i\rangle-\frac U2\langle m_i\rangle^2=\frac{\varphi_i^2}{2U}-\frac U2\Big(\langle m_i\rangle-\frac{\varphi_i}U\Big)^2\le\frac{\varphi_i^2}{2U},
\]

and the result is \(\Omega_{\rm s}(\varphi)\).

**Hartree–Fock is one more choice**

Adding \(\alpha\) times the charge form to \(1-\alpha\) times the spin form gives a continuous family,

\[
V=\frac{\alpha}{2}q^2-\frac{1-\alpha}{2}m^2+\frac{1-2\alpha}{4},
\]

which is decoupled with two fields. Its saddle has the potential \(\alpha UQ\) on \(q_i\) and the field \(JM\), with \(J=(1-\alpha)U\), on the staggered spin:

\[
\Omega_\alpha=G[\text{these fields}]-\alpha UQ^2+JM^2+\frac{(1-2\alpha)U}{2}.
\]

In a collinear Hartree–Fock state up and down electrons are independent, so \(\langle V_i\rangle=\frac{Q+M_i}{2}\,\frac{Q-M_i}{2}=\frac14(Q^2-M_i^2)\). Differentiating \(U\langle V_i\rangle\) gives the potentials \(UQ/2\) on \(q_i\) and \(-UM_i/2\) on \(m_i\), which are those of \(\alpha=\frac12\). The values agree too: \(G\) contains \(UQ^2-UM^2\) from the fields, and the counterterms remove half of it.

Hartree–Fock, minimized over independent fields on \(q_i\) and \(m_i\) at each site, is a true expectation value plus the entropy term, so it lies above \(\Omega\). Its trial states include every Ising one, staggered or not, and it keeps the full \(\langle m_i^2\rangle\), so it lies below \(\Omega_{\rm Ising}\). Altogether, for \(U>0\),

\[
\Omega_{\rm pair}\le\Omega_{\rm charge}\le\Omega\le\Omega_{\rm HF}\le\Omega_{\rm Ising}.
\]

This order was tested on 48 sets of \(U\), \(\mu\) and \(T\), using the staggered saddles. Away from half filling the lowest Hartree–Fock state can carry a net moment instead: in three of the sets it lies lower than the staggered one, by up to \(0.11t\), and the order still holds. In the table the staggered states are the lowest ones. At \(U=4t\), \(T=0.25t\), \(\mu=0.5t\):

| | \(\Omega/t\) | \(Q\) | \(M\) |
|---|---|---|---|
| pairing | −4.065 | 0.117 | 0 |
| charge | −4.042 | 0.051 | 0 |
| exact | −2.857 | 0.004 | 0 |
| Hartree–Fock | −2.501 | 0.002 | 0.863 |
| Ising | −2.250 | 0.000 | 0.968 |

At this \(\mu\) the charge and pairing saddles miss the suppression of charge fluctuations and are far too compressible. The magnetic saddles err the other way here, with \(Q\) slightly too small. Their filling is close to the exact one because \(\mu\) lies well inside the gap: at \(\mu=0\) the three-electron ground state has energy \(-t\), so the exact dimer takes a third electron near \(\mu=-t+2.828t=1.828t\). At larger \(\mu\) Hartree–Fock follows the filling only roughly. Its lowest state acquires parallel moments on the two sites and has \(Q=0.461\) at \(\mu=1.7t\) and \(Q=0.558\) at \(\mu=2.5t\), against the exact \(0.261\) and \(0.514\). The Ising saddle loses the agreement altogether. The upper level of the Ising saddle sits at \(E=4t\), but the half-filled solution stops being the lowest long before \(\mu\) reaches it. At low temperature a full dimer without a moment has \(\Omega=U/2-2\mu=2t-2\mu\), and a three-electron saddle with unequal moments, \(0.933\) and \(0.067\), has \(\Omega=-\mu-0.25t\). The latter is lowest for \(2t<\mu<2.25t\), and the full dimer above that. At \(\mu=2.5t\) the lowest Ising saddle is therefore almost full, with \(Q=0.998\), where the exact dimer has \(Q=0.514\). The magnetic saddles also rely on a static moment that the exact state does not have: a spin rotation by \(\pi\) about \(x\) commutes with \(K\) and reverses \(m_i\), so \(\langle m_i\rangle=0\). What the exact state has is correlation, \(\langle m_1m_2\rangle=-0.730\), with \(\langle m_1^2\rangle=0.865\).

**Thresholds and limits at half filling**

At \(\mu=0\) the saddle has \(Q=0\), and \(f(-E)-f(E)=\tanh(E/2T)\). An ordered solution needs \(E=J\tanh(E/2T)\) with \(E>t\). Since \(\tanh(E/2T)/E\) decreases with \(E\), one exists if and only if

\[
(1-\alpha)U\tanh\frac{t}{2T}>t .
\]

At \(T=0.25t\) the threshold is \(U=1.037t\) for Ising and \(2.075t\) for Hartree–Fock. The exact dimer has none. A critical coupling that moves by a factor of two with the notation belongs to the approximation.

For \(T\to0\) and \(J>t\), \(E=J\) and \(JM^2=(J^2-t^2)/J\), so

\[
\mathcal E_\alpha=-2J+\frac{J^2-t^2}{J}-\alpha U+\frac U2=-\frac U2-\frac{t^2}{(1-\alpha)U},
\]

where \(J+\alpha U=U\) was used. The exact ground state mixes the covalent singlet, at \(-U/2\), with the even ionic state, at \(+U/2\), through the matrix element \(-2t\). Its energy is \(-\sqrt{U^2/4+4t^2}\), which tends to \(-U/2-4t^2/U\) for \(U\gg t\). The coefficient of \(-t^2/U\) is thus 4 exactly, 2 in Hartree–Fock and 1 in the Ising saddle. At \(U=4t\) the energies are \(-2.828t\), \(-2.5t\) and \(-2.25t\), while charge and pairing give \(-2t-U/2=-4t\).

One can even choose \(\alpha\) to match the exact energy. This needs \(J=t^2/(0.828t)=1.207t\), or \(\alpha=0.698\). The saddle still has a false moment \(M=\sqrt{1-t^2/J^2}=0.560\). A good energy does not certify a channel.

**Where the difference went**

Take small \(U\), where there is no moment, and let \(\langle\cdot\rangle_0\) be the free average. The exact first-order term is \(\frac U2\sum\langle q_i^2\rangle_0-\frac U2\). The charge saddle has \(\langle q_i\rangle_0^2\) in place of \(\langle q_i^2\rangle_0\). Its deficit is

\[
\Omega-\Omega_{\rm charge}=\frac U2\sum_i\left(\langle q_i^2\rangle_0-\langle q_i\rangle_0^2\right)+O(U^2).
\]

The field fluctuations supply this term. At leading order \(\langle\delta\varphi(\tau)\delta\varphi(\tau')\rangle=U\delta(\tau-\tau')\), and the second-order expansion of the coupling \(-i\int\delta\varphi\,\delta q\,d\tau\) contributes \(-\frac12\beta U\langle\delta q^2\rangle_0\) per site to \(\ln Z\). The same argument gives \(-\frac U2\sum\langle m_i^2\rangle_0\) for Ising and \(+\frac U4\sum\langle X_i^2+Y_i^2\rangle_0\) for pairing.

For free electrons \(\langle V\rangle_0=Q_0^2/4\), so \(\langle q^2\rangle_0=\frac12(1+Q_0^2)\) and \(\langle m^2\rangle_0=\frac12(1-Q_0^2)\). The coefficients of \(U\) are therefore \(\frac12(1-Q_0^2)\), \(-\frac12(1-Q_0^2)\) and \(\frac12(1+Q_0^2)\). With \(Q_0=0.117\) they are \(0.493\), \(-0.493\) and \(0.507\), as found from the grand potentials directly. The channels already disagree at first order, so weak coupling does not make the choice harmless in \(\Omega\).

A saddle point is controlled when a large number multiplies the action. One can create it by coupling \(N\) copies of the dimer to the same field and multiplying the field's quadratic term by \(N\). Integrating the field out gives \(\frac{U}{2N}(\sum_aq_a)^2\) in the charge channel and \(-\frac{U}{2N}(\sum_am_a)^2\) in the Ising channel. For \(N=1\) these agree up to a constant. For \(N>1\) the cross terms \(q_aq_b\) and \(m_am_b\) make them different models. Each saddle is the leading answer to its own large-\(N\) problem, and the dimer has \(N=1\).

**A trap in the pairing channel**

The pairing result also depends on operator order. Since \(\Delta^\dagger\Delta=n_\uparrow n_\downarrow=V+\frac q2+\frac14\),

\[
UV=U\Delta^\dagger\Delta-\frac U2q-\frac U4 .
\]

If the first term is decoupled with a complex Gaussian \(z\), \(\langle|z|^2\rangle=1\), then \(\Delta^2=0\) gives \(\langle e^{-iaz\Delta^\dagger}e^{-ia\bar z\Delta}\rangle_z=1-\Delta\tau U\Delta^\dagger\Delta\). This is correct up to \(O(\Delta\tau^2)\) per slice, so the integral is exact as \(L\to\infty\). The saddle is again at zero field, by the argument above with \(\mu\) replaced by \(\mu+U/2\). Nothing now compensates the term \(-\frac U2q\). In the example the effective chemical potential is \(2.5t\), and \(Q=f(-3.5t)+f(-1.5t)-1=0.998\): an almost full dimer, where the exact one is almost half filled.

**Which one to believe**

Your equations may well be right and still differ. Choose the channel by the question. For a variational energy use Hartree–Fock, which bounds \(\Omega\) from above more closely than the Ising saddle. The charge saddle gives a lower bound. For moments, thresholds or fillings, check whether the answer survives a change of channel; if it does not, the fluctuations must be included. Agreement alone is no proof: at half filling charge and pairing coincide, and both are far from the exact value. The Hartree–Fock bound holds for either sign of \(U\). The charge, pairing and Ising bounds assume \(U>0\), since for attraction the squares change sign. The values behind the comparison are in the numerical output below.

## Values computed for the example and the checks

```
parameters: t = 1.0, U = 4.0 t, T = 0.25 t, mu = 0.5 t
two-slice integral, T = 1.0 t (dimensionless Z):
  operator trace  57.31882
  charge fields   57.31882
  Ising fields    57.31882
  pairing fields  57.31868
  untrottered Z   53.61825
Trotter error of Omega, T = 0.25 t, 32 slices: -1.306e-02 t
Trotter error of Omega, T = 0.25 t, 64 slices: -3.284e-03 t
example: Omega (t), Q (electrons/site above 1), M (n_up - n_dn)
  exact           -2.85657  0.00432  0.00000
  pairing         -4.06470  0.11673  0.00000
  charge          -4.04226  0.05094  0.00000
  Hartree-Fock    -2.50126  0.00243  0.86311
  Ising           -2.25000  0.00000  0.96824
  normal-ord pair -7.00124  0.99753  0.00000
charge saddle potential v = U Q: 0.20378 t
Ising saddle field phi = U M: 3.87298 t
exact <m1^2>: 0.86467 (dimensionless)
exact <m1 m2>: -0.73016 (dimensionless)
half filling, mu = 0, T = 0.25 t, Omega (t):
  exact -2.85492
  pairing -4.01815
  charge -4.01815
  Hartree-Fock -2.50034
  Ising -2.25000
ordering threshold U at T = 0.25 t, mu = 0: Ising 1.0373 t, Hartree-Fock 2.0746 t
zero-temperature energies at mu = 0 (t):
  exact -2.82843, charge and pairing -4.00000
  Hartree-Fock -2.50000, Ising -2.25000
tuned alpha: 0.69822, its energy -2.82843 t, its false M 0.56010
free filling Q at U = 0: 0.11673 electrons/site above 1
first-order coefficient (Omega_exact - Omega_saddle)/U:
  charge: variance 0.4932, difference 0.4932
  Ising: variance -0.4932, difference -0.4932
  pairing: variance 0.5068, difference 0.5068
parameter sets on which the ordering was tested: 48
```
